# Why a redox monolayer with dispersed rate constants gives a curved semilogarithmic transient: verification in Python

```python
"""
Result under test: for independent redox sites that start in equilibrium and are
stepped to a higher potential, i(t) = sum_j A_j exp(-k_j t) with all A_j > 0.
Then -d(ln i)/dt is the mean rate constant of the sites reacting at time t and
d2(ln i)/dt2 is the variance of that rate constant, so ln i curves upward.

Symbols: eta = electrode potential minus formal potential (V, or eV per electron);
k = k_ox + k_red (1/s); d = tunnelling thickness (nm); beta = decay (1/nm);
s = beta * (standard deviation of d) = standard deviation of ln k;
Gamma = electronic level width (eV); P = probability that a site is reduced.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, e as e_charge
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import expm, eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw

KB = physical_constants["Boltzmann constant in eV/K"][0]
HBAR = physical_constants["reduced Planck constant in eV s"][0]
AU_TIME = physical_constants["atomic unit of time"][0]

# ---- example parameters: rough values for ferrocene alkanethiol on gold ----
temp = 298.0            # K
lam = 0.85              # reorganization energy, eV
gamma0 = 0.1            # level width extrapolated to d = 0, eV
beta = 10.0             # 1/nm
d_mean, d_sd = 2.0, 0.1  # nm
charge = 0.5            # uC/cm2
eta_start, eta_end = -0.2, 0.2  # V
kT = KB * temp
s = beta * d_sd
gamma_med = gamma0 * np.exp(-beta * d_mean)


def site_rate(eta, kind, temperature=temp):
    """Rate at median thickness from the integral over metal states, 1/s."""
    th = KB * temperature
    eps = np.linspace(-4.0, 4.0, 16001)
    if kind == "ox":
        occupation, gap = expit(eps / th), lam + eps - eta
    else:
        occupation, gap = expit(-eps / th), lam - eps + eta
    gauss = np.exp(-gap**2 / (4 * lam * th)) / np.sqrt(4 * np.pi * lam * th)
    return gamma_med / HBAR * np.sum(occupation * gauss) * (eps[1] - eps[0])


# Detailed balance, from two separate integrals
for eta in (-0.2, 0.05, 0.2):
    ratio = site_rate(eta, "red") / site_rate(eta, "ox")
    assert abs(ratio / np.exp(-eta / kT) - 1) < 1e-6

eta_grid = np.linspace(-0.5, 0.5, 201)
ln_kox = CubicSpline(eta_grid, [np.log(site_rate(x, "ox")) for x in eta_grid])
k_med = site_rate(eta_end, "ox") + site_rate(eta_end, "red")
k_formal = site_rate(0.0, "ox")


def reduced_fraction(eta):
    return expit(-eta / kT)


switched = reduced_fraction(eta_start) - reduced_fraction(eta_end)
q_switched = charge * switched

# One site: explicit two-state master equation against the exponential law
a_ox, a_red = site_rate(0.05, "ox"), site_rate(0.05, "red")
gen = np.array([[-a_ox, a_red], [a_ox, -a_red]])
t_one = 0.7 / (a_ox + a_red)
p_start = reduced_fraction(eta_start)
p_vec = expm(gen * t_one) @ np.array([p_start, 1 - p_start])
i_master = a_ox * p_vec[0] - a_red * p_vec[1]
i_law = ((p_start - reduced_fraction(0.05)) * (a_ox + a_red)
         * np.exp(-(a_ox + a_red) * t_one))
assert abs(i_master / i_law - 1) < 1e-6


# ---- pair identity, symbolic, three classes with arbitrary amplitudes ----
t_sym = sp.symbols("t", real=True)
amp = sp.symbols("A1:4", real=True)
rate = sp.symbols("k1:4", positive=True)
i_sym = sum(a * sp.exp(-k * t_sym) for a, k in zip(amp, rate))
left = i_sym * sp.diff(i_sym, t_sym, 2) - sp.diff(i_sym, t_sym)**2
right = sum(amp[m] * amp[n] * (rate[m] - rate[n])**2
            * sp.exp(-(rate[m] + rate[n]) * t_sym)
            for m in range(3) for n in range(3)) / 2
assert sp.simplify(sp.expand(left - right)) == 0


def slope_and_curvature(current, t, h):
    """-d ln i/dt and d2 ln i/dt2 by central differences."""
    lo, mid, hi = (np.log(current(x)) for x in (t - h, t, t + h))
    return (lo - hi) / (2 * h), (lo - 2 * mid + hi) / h**2


# ---- two classes of site, equal numbers ----
k_fast, k_slow = 1000.0, 100.0


def two_class(t):
    return 0.5 * (k_fast * np.exp(-k_fast * t) + k_slow * np.exp(-k_slow * t))


two_slope_0 = slope_and_curvature(two_class, 0.0, 1e-6)[0]
two_slope_late = slope_and_curvature(two_class, 0.01, 1e-6)[0]
scan = np.linspace(0, 0.01, 2001)
two_curv = slope_and_curvature(two_class, scan, 1e-6)[1]
t_cross = scan[np.argmax(two_curv)]
assert abs(two_curv.max() / ((k_fast - k_slow)**2 / 4) - 1) < 1e-3
assert abs(t_cross - np.log(k_fast / k_slow) / (k_fast - k_slow)) < 1e-5


# ---- Gaussian thickness: quadrature over the definition ----
def make_layer(points):
    z = np.linspace(-10, 10, points)
    w = np.exp(-z**2 / 2)
    return w / w.sum(), k_med * np.exp(-s * z)


weight, k_site = make_layer(801)


def layer_current(t):
    """Current per unit switched charge, 1/s."""
    return np.sum(weight * k_site * np.exp(-k_site * t))


def layer_left(t):
    return np.sum(weight * np.exp(-k_site * t))


h_fine = 1e-4 / k_med
slope_0, curv_0 = slope_and_curvature(layer_current, 0.0, h_fine)
assert abs(slope_0 / (k_med * np.exp(1.5 * s**2)) - 1) < 1e-3
assert abs(curv_0 / slope_0**2 / (np.exp(s**2) - 1) - 1) < 1e-3
w_half, k_half = make_layer(401)
i_5_half = np.sum(w_half * k_half * np.exp(-k_half * 0.005))
grid_shift = abs(i_5_half / layer_current(0.005) - 1)
assert grid_shift < 1e-8

# Class that carries most current per unit ln k: numerical search vs Lambert W
t_peak = 0.01
found = minimize_scalar(
    lambda u: -(u - np.exp(u) * t_peak - (u - np.log(k_med))**2 / (2 * s**2)),
    bounds=(np.log(k_med) - 8, np.log(k_med) + 8), method="bounded",
    options={"xatol": 1e-10})
k_peak = np.exp(found.x)
k_lambert = lambertw(s**2 * np.exp(s**2) * k_med * t_peak).real / (s**2 * t_peak)
assert abs(k_peak / k_lambert - 1) < 1e-5

# ---- random reaction times of individual sites test the interpretation ----
rng = np.random.default_rng(7)
n_mc = 4_000_000
k_mc = k_med * np.exp(s * rng.standard_normal(n_mc))
t_mc = rng.exponential(size=n_mc) / k_mc
t_ref, half_window = 1 / k_med, 0.02 / k_med
reacting = k_mc[np.abs(t_mc - t_ref) < half_window]
slope_ref, curv_ref = slope_and_curvature(layer_current, t_ref, h_fine)
assert abs(reacting.size / n_mc / (2 * half_window) / layer_current(t_ref) - 1) < 0.03
assert abs(reacting.mean() / slope_ref - 1) < 0.03
assert abs(reacting.var() / curv_ref - 1) < 0.06

t_half = brentq(lambda t: layer_left(t) - 0.5, 0, 20 / k_med)
survivor_mean = k_mc[t_mc > t_half].mean()
memory_ratio = layer_current(t_half) / (0.5 * layer_current(0.0))
assert abs(np.median(t_mc) / t_half - 1) < 0.01
assert abs(survivor_mean / k_mc.mean() / memory_ratio - 1) < 0.02
assert memory_ratio < 0.9
mc_mean, mc_sd = reacting.mean(), reacting.std()
del k_mc, t_mc


# ---- a non-equilibrium start can bend the plot downward ----
def mixed_start(t):
    total = 0.0
    for k, p0 in ((1.0, 1.0), (10.0, 0.0)):   # at the formal potential
        g = np.array([[-k / 2, k / 2], [k / 2, -k / 2]])
        p = expm(g * t) @ np.array([p0, 1 - p0])
        total += k / 2 * (p[0] - p[1])
    return total


mixed_curv = slope_and_curvature(mixed_start, 0.5, 1e-3)[1]
assert mixed_start(0.5) > 0 and mixed_curv < 0

# ---- identical sites whose rate depends on the oxidized fraction ----
mean_field = {}
for g in (1.0, -1.0):
    ts = np.array([0.48, 0.50, 0.52])
    sol = solve_ivp(lambda t, r: -np.exp(-g * (1 - r)) * r, (0, 0.52), [1.0],
                    t_eval=ts, rtol=1e-12, atol=1e-14, method="DOP853")
    r = sol.y[0]
    ln_i = np.log(np.exp(-g * (1 - r)) * r)
    curv = (ln_i[0] - 2 * ln_i[1] + ln_i[2]) / 0.02**2
    k_now = np.exp(-g * (1 - r[1]))
    assert abs(curv / (k_now**2 * g * r[1] * (2 + g * r[1])) - 1) < 5e-3
    mean_field[g] = curv
assert mean_field[1.0] > 0 > mean_field[-1.0]


# ---- spread of formal potentials ----
def spread_current(sd_formal, eta_a, eta_b):
    x = np.linspace(-5, 5, 41)
    wx = np.exp(-x**2 / 2)
    wx /= wx.sum()
    before, after = eta_a - sd_formal * x, eta_b - sd_formal * x
    k_x = np.exp(ln_kox(after)) * (1 + np.exp(-after / kT))
    drop = reduced_fraction(before) - reduced_fraction(after)
    k_all = k_x[:, None] * (k_site / k_med)[None, :]
    a_all = (wx * drop)[:, None] * weight[None, :] * k_all
    return lambda t: np.sum(a_all * np.exp(-k_all * t))


for case in ((0.02, eta_start, eta_end), (0.05, -0.03, 0.03)):
    f = spread_current(*case)
    for x in (0.3, 1.0, 3.0, 10.0):
        t = x / k_med
        assert slope_and_curvature(f, t, 0.01 * t)[1] * t**2 > 1e-3
formal_sd = 0.02
f_spread = spread_current(formal_sd, eta_start, eta_end)
spread_ratio = [slope_and_curvature(f_spread, t, h_fine)[0]
                / slope_and_curvature(layer_current, t, h_fine)[0]
                for t in (0.0, 0.005)]

# ---- double-layer charging and ohmic drop, coupled to the sites ----
cap, res = 2.0e-6, 5.0    # F/cm2, ohm cm2


def cell_current(resistance, width, times):
    """Total current density in uA/cm2 with charging and ohmic drop."""
    z = np.linspace(-5, 5, 61) if width > 0 else np.array([0.0])
    w = np.exp(-z**2 / 2)
    w /= w.sum()
    factor = np.exp(-width * z)

    def rhs(t, y):
        v, p = y[0], y[1:]
        kox = np.exp(ln_kox(v)) * factor
        flow = kox * p - kox * np.exp(-v / kT) * (1 - p)
        faradaic = charge * 1e-6 * np.sum(w * flow)
        return np.concatenate(
            ([((eta_end - v) / resistance - faradaic) / cap], -flow))

    y0 = np.concatenate(([eta_start], np.full(z.size, reduced_fraction(eta_start))))
    out = solve_ivp(rhs, (0, times[-1]), y0, t_eval=times, method="LSODA",
                    rtol=1e-9, atol=1e-12)
    assert out.success
    return (eta_end - out.y[0]) / resistance * 1e6


t_cell = np.array([1e-4, 5e-4, 1e-3, 5e-3])
ideal = np.array([q_switched * layer_current(t) for t in t_cell])
cell_ratio = cell_current(res, s, t_cell) / ideal
small_res_ratio = cell_current(res / 10, s, t_cell) / ideal
assert abs(small_res_ratio[2] - 1) < 0.01
ln_same = np.log(cell_current(res, 0.0, np.array([2e-5, 6e-5, 1e-4, 1e-3, 2e-3, 3e-3])))
bend_early = ln_same[0] - 2 * ln_same[1] + ln_same[2]
bend_late = ln_same[3] - 2 * ln_same[4] + ln_same[5]
assert bend_early > 0.5 and abs(bend_late) < 0.01

# ---- lateral electron hopping between randomly placed sites ----
density = charge * 1e-6 / e_charge * 1e-14     # sites per nm2
hop_contact, r_contact = 1.0e7, 0.7            # 1/s, nm


def random_layout(n):
    box = np.sqrt(n / density)
    xy = rng.random((n, 2)) * box
    diff = xy[:, None, :] - xy[None, :, :]
    diff -= box * np.round(diff / box)
    r = np.sqrt((diff**2).sum(axis=2))
    hop = hop_contact * np.exp(-beta * np.maximum(r - r_contact, 0))
    np.fill_diagonal(hop, 0)
    k = k_med * np.exp(s * rng.standard_normal(n))
    return k, np.diag(k + hop.sum(axis=1)) - hop


k_lay, matrix = random_layout(200)
step = expm(-matrix * 1e-3)
state, ln_hop = np.ones(200), []
for _ in range(3):
    state = step @ state
    ln_hop.append(np.log(k_lay @ state))
assert ln_hop[0] - 2 * ln_hop[1] + ln_hop[2] > 1e-3

t_hop = np.array([5e-4, 2e-3, 1e-2])
with_hop, without_hop = np.zeros(3), np.zeros(3)
for _ in range(12):
    k_lay, matrix = random_layout(400)
    lam_n, vec = eigh(matrix)
    a_n = vec.sum(axis=0)**2
    start_hop = np.sum(lam_n**2 * a_n) / np.sum(lam_n * a_n)
    assert abs(start_hop / (np.sum(k_lay**2) / np.sum(k_lay)) - 1) < 1e-5
    with_hop += [np.sum(lam_n * a_n * np.exp(-lam_n * t)) for t in t_hop]
    without_hop += [np.sum(k_lay * np.exp(-k_lay * t)) for t in t_hop]
hop_ratio = with_hop / without_hop

warm_factor = (site_rate(eta_end, "ox", temp + 10)
               + site_rate(eta_end, "red", temp + 10)) / k_med
field_change = (eta_end - eta_start) / d_mean * 10   # V/nm to MV/cm

# ---- printed numbers ----
print(f"temperature {temp:.0f} K, kT {kT:.5f} eV")
print(f"reorganization energy {lam:.2f} eV")
print(f"thickness {d_mean:.1f} nm, spread {d_sd:.1f} nm")
print(f"tunnelling decay {beta:.1f} 1/nm, s = {s:.2f}")
print(f"level width at d=0: {gamma0:.2f} eV")
print(f"level width at median d: {gamma_med:.3e} eV")
print(f"step from {eta_start:.1f} V to {eta_end:.1f} V")
print(f"layer charge {charge:.2f} uC/cm2, switched part {switched:.5f}")
print(f"k_ox at formal potential, median site {k_formal:.2f} 1/s")
print(f"median k after step {k_med:.1f} 1/s = {k_med*AU_TIME:.3e} a.u.")
print(f"mean k over all sites {layer_current(0.0):.1f} 1/s")
print(f"initial curvature/slope^2 {curv_0/slope_0**2:.4f}")
print("t (ms) | i (uA/cm2) | slope (1/s) | sd of k (1/s) | left")
for t_ms in (0, 0.2, 0.5, 1, 2, 5, 10, 20):
    t = t_ms * 1e-3
    sl, cu = slope_and_curvature(layer_current, t, h_fine)
    print(f"{t_ms:5.1f} | {q_switched*layer_current(t):8.3f} | {sl:7.1f}"
          f" | {np.sqrt(cu):7.1f} | {layer_left(t):.4f}")
tangent = layer_current(0.0) * np.exp(-slope_0 * 0.002)
print(f"current / initial tangent at 2 ms: {layer_current(0.002)/tangent:.2f}")
print(f"peak class at 10 ms: k* = {k_peak:.1f} 1/s")
print(f"grid-halving shift of i at 5 ms: {grid_shift:.1e} (relative)")
print(f"sampled sites reacting near {t_ref*1e3:.3f} ms: {reacting.size}")
print(f"  their mean k {mc_mean:.1f}, log slope {slope_ref:.1f} 1/s")
print(f"  their sd {mc_sd:.1f}, root curvature {np.sqrt(curv_ref):.1f} 1/s")
print(f"half-reaction time {t_half*1e3:.3f} ms")
print(f"memory test, pulse-half/equilibrium-half: {memory_ratio:.3f}")
print(f"two classes: k = {k_fast:.0f} and {k_slow:.0f} 1/s")
print(f"  slope at 0: {two_slope_0:.1f}, at 10 ms: {two_slope_late:.1f} 1/s")
print(f"  largest curvature {two_curv.max():.0f} 1/s2 at {t_cross*1e3:.2f} ms")
print(f"mixed-sign start, k=1 and 10, t=0.5: curvature {mixed_curv:.3f}")
print(f"mean field, k0=1, t=0.5: g=+1 {mean_field[1.0]:.3f},"
      f" g=-1 {mean_field[-1.0]:.3f}")
print(f"capacitance {cap*1e6:.1f} uF/cm2, resistance {res:.1f} ohm cm2")
print(f"charging time constant {cap*res*1e6:.1f} us")
for t, ratio in zip(t_cell, cell_ratio):
    print(f"  total/ideal current at {t*1e3:.1f} ms: {ratio:.4f}")
print(f"identical sites: ln i bend, 20-60-100 us: {bend_early:.3f}")
print(f"identical sites: ln i bend, 1-2-3 ms: {bend_late:.5f}")
print(f"site density {density:.4f} 1/nm2")
print(f"contact hopping {hop_contact:.1e} 1/s at {r_contact:.1f} nm")
for t, ratio in zip(t_hop, hop_ratio):
    print(f"  current with/without hopping at {t*1e3:.1f} ms: {ratio:.3f}")
print(f"formal-potential spread {formal_sd:.2f} V: slope ratio")
print(f"  at 0 ms {spread_ratio[0]:.3f}, at 5 ms {spread_ratio[1]:.3f}")
print(f"10 K warmer: all k multiplied by {warm_factor:.3f}")
print(f"change of mean film field {field_change:.1f} MV/cm")
print("finished without a failed check")
```

It prints:

```
temperature 298 K, kT 0.02568 eV
reorganization energy 0.85 eV
thickness 2.0 nm, spread 0.1 nm
tunnelling decay 10.0 1/nm, s = 1.00
level width at d=0: 0.10 eV
level width at median d: 2.061e-10 eV
step from -0.2 V to 0.2 V
layer charge 0.50 uC/cm2, switched part 0.99917
k_ox at formal potential, median site 11.51 1/s
median k after step 377.6 1/s = 9.135e-15 a.u.
mean k over all sites 622.6 1/s
initial curvature/slope^2 1.7183
t (ms) | i (uA/cm2) | slope (1/s) | sd of k (1/s) | left
  0.0 |  311.058 |  1692.5 |  2218.6 | 1.0000
  0.2 |  235.375 |  1194.1 |  1198.0 | 0.8922
  0.5 |  172.673 |   908.6 |   805.5 | 0.7715
  1.0 |  116.642 |   688.0 |   553.0 | 0.6298
  2.0 |   65.584 |   491.6 |   358.8 | 0.4552
  5.0 |   21.569 |   291.8 |   188.9 | 0.2286
 10.0 |    6.811 |   187.4 |   111.6 | 0.1057
 20.0 |    1.591 |   116.4 |    64.2 | 0.0378
current / initial tangent at 2 ms: 6.22
peak class at 10 ms: k* = 176.2 1/s
grid-halving shift of i at 5 ms: 1.1e-16 (relative)
sampled sites reacting near 2.648 ms: 41501
  their mean k 422.3, log slope 422.7 1/s
  their sd 298.4, root curvature 297.0 1/s
half-reaction time 1.685 ms
memory test, pulse-half/equilibrium-half: 0.496
two classes: k = 1000 and 100 1/s
  slope at 0: 918.2, at 10 ms: 101.1 1/s
  largest curvature 202500 1/s2 at 2.56 ms
mixed-sign start, k=1 and 10, t=0.5: curvature -11.388
mean field, k0=1, t=0.5: g=+1 0.891, g=-1 -2.002
capacitance 2.0 uF/cm2, resistance 5.0 ohm cm2
charging time constant 10.0 us
  total/ideal current at 0.1 ms: 1.0405
  total/ideal current at 0.5 ms: 1.0256
  total/ideal current at 1.0 ms: 1.0244
  total/ideal current at 5.0 ms: 1.0171
identical sites: ln i bend, 20-60-100 us: 2.687
identical sites: ln i bend, 1-2-3 ms: -0.00194
site density 0.0312 1/nm2
contact hopping 1.0e+07 1/s at 0.7 nm
  current with/without hopping at 0.5 ms: 1.025
  current with/without hopping at 2.0 ms: 1.036
  current with/without hopping at 10.0 ms: 0.931
formal-potential spread 0.02 V: slope ratio
  at 0 ms 1.146, at 5 ms 0.986
10 K warmer: all k multiplied by 1.187
change of mean film field 2.0 MV/cm
finished without a failed check
```
